# How spin-orbit coupling joins singlet and quintet iron(II) through a triplet

**Why can one-electron spin-orbit coupling not connect a singlet and a quintet state of iron(II) directly, and how strongly does it connect them through a triplet that lies well above both?**

The mechanism rests on how much spin a single action of the coupling can supply. Let \(H_0\) be the spin-free Hamiltonian, whose eigenstates have definite total spin, and let

\[
W=\zeta\sum_i \mathbf l(i)\cdot\mathbf s(i)
\]

be the spin-orbit coupling of the 3d electrons, with spins and angular momenta in units of \(\hbar\). Each term contains one electron's spin operator once. It can change the spin projection \(M\) by at most one, but that does not settle the matter, because a quintet also has an \(M=0\) component. The total spin has to be examined.

**One action on a singlet gives a triplet**

Take any orbital operator \(h\) and form \(V_b=\sum_i h(i)s_b(i)\), with \(b=x,y,z\). Spins of different electrons commute, so the one-electron spin commutators give

\[
[S_a,V_b]=i\sum_c\epsilon_{abc}V_c .
\]

A singlet \(|0\rangle\) obeys \(S_a|0\rangle=0\), hence \(S_aV_b|0\rangle=[S_a,V_b]|0\rangle\). Applying \(S_a\) again and summing over \(a\),

\[
S^2V_b|0\rangle=\sum_{acd}(i\epsilon_{abc})(i\epsilon_{acd})V_d|0\rangle
=2V_b|0\rangle ,
\]

because \(\sum_{ac}\epsilon_{abc}\epsilon_{acd}=-2\delta_{bd}\). The eigenvalue \(2=S(S+1)\) means \(S=1\). The coupling \(W\) is a sum of such operators, so \(W|0\rangle\) is a pure triplet or zero. A quintet has \(S^2=6\), and eigenvectors of the Hermitian operator \(S^2\) with different eigenvalues are orthogonal:

\[
\langle S{=}2|W|S{=}0\rangle=0 .
\]

Neither the symmetry of the complex nor the mixing of configurations entered. Two-electron spin-orbit terms that are linear in spin obey the same commutator and the same rule. The direct magnetic interaction between two electron spins is quadratic in spin and escapes it; its size is estimated below.

**Two actions can reach the quintet**

Let \(S\), \(T\) and \(Q\) now label singlet, triplet and quintet eigenstates of \(H_0\). At energy \(\mathcal E\), the triplet amplitudes obey

\[
(\mathcal E-E_T)c_T=W_{TS}c_S+W_{TQ}c_Q ,
\]

where coupling among triplets has been dropped, since it enters the result one order later. The singlet equation is \((\mathcal E-E_S)c_S=\sum_TW_{ST}c_T\). The quintet equation is \((\mathcal E-E_Q-W_{QQ})c_Q=\sum_TW_{QT}c_T\), if coupling to higher quintets is dropped for the same reason. Substituting \(c_T\) into the quintet equation produces a term \(Vc_S\). Near the crossing \(E_S=E_Q=E\), replacing \(\mathcal E\) by \(E\) in the denominator gives

\[
V=\sum_T\frac{W_{QT}W_{TS}}{E-E_T}
=-\sum_T\frac{W_{QT}W_{TS}}{\Delta_T},\qquad \Delta_T=E_T-E .
\]

The overall phase of \(V\) depends on the phases chosen for \(S\) and \(Q\), but the relative signs of the paths matter: several triplets can reinforce or cancel one another. The same elimination shifts the singlet by \(-\sum_T|W_{TS}|^2/\Delta_T\) and the quintet by \(-\sum_T|W_{QT}|^2/\Delta_T\). Higher quintets change \(V\) only one order later, but they shift the quintet level at this same second order. The formula requires \(\Delta_T\) to be large compared with \(|W_{TS}|\), \(|W_{QT}|\) and the spin-orbit splittings. If a triplet comes into resonance, it must be kept as a third state.

**The first matrix element in an octahedral complex**

In a strong octahedral field the singlet is \(t_2^6\), the triplet \(t_2^5e\) and the quintet \(t_2^4e^2\). Name the lower orbitals \(t_x=d_{yz}\), \(t_y=d_{zx}\), \(t_z=d_{xy}\). With a common normalization \(N\), \(d_{xy}=Nxy\) and \(d_{x^2-y^2}=\tfrac N2(x^2-y^2)\), so

\[
l_zt_z=-iN(x\partial_y-y\partial_x)xy=-iN(x^2-y^2)=-2i\,e_z ,
\]

where \(e_z=d_{x^2-y^2}\). Cyclic exchange of the axes gives \(l_kt_k=-2ie_k\), with \(e_x\propto y^2-z^2\) and \(e_y\propto z^2-x^2\). For \(j\ne k\), \(l_kt_j\) stays within \(t_2\); for example, \(l_xt_z=it_y\).

Within the filled \(t_2\) shell, \(W\) contributes its trace, which is zero. Therefore

\[
W|S\rangle=-2i\zeta\sum_kT_k|S\rangle,\qquad
T_k=\sum_{\sigma\sigma'}e^\dagger_{k\sigma}(s_k)_{\sigma\sigma'}t_{k\sigma'} .
\]

Here \(e^\dagger\) creates and \(t\) removes an electron. Each \(T_k|S\rangle\) has squared norm \(\mathrm{Tr}\,s_k^2=\tfrac12\), and the three are orthogonal because their holes are in different orbitals. The squared norm of \(W|S\rangle\) is \(4\zeta^2\times3\times\tfrac12=6\zeta^2\).

This vector is one triplet state. Both \(W\) and \(|S\rangle\) are unchanged when orbitals and spins are rotated together by a rotation of the cube, so \(W|S\rangle\) is unchanged too. The triplet spin functions transform as a vector, \(T_1\), and the orbital part of \(t_2^5e\) contains \(T_1\) once and \(T_2\) once. The configuration thus has one invariant triplet, and

\[
|W_{TS}|=\sqrt6\,\zeta .
\]

**The second matrix element**

To reach \(t_2^4e^2\), the second \(W\) must also lift an electron from \(t_2\) to \(e\). The relevant part of \(WW|S\rangle\) is \(-4\zeta^2\sum_{kl}T_kT_l|S\rangle\). Terms with \(k=l\) put two electrons into the same \(e_k\) and leave no open shell, hence no quintet. The operators \(T_k\) and \(T_l\) commute, so the rest is \(-8\zeta^2\sum_{k<l}T_kT_l|S\rangle\).

Consider the pair \(x,y\).

- The two excitations contribute norms \(1/\sqrt2\) each, a factor \(\tfrac12\).
- Their spins form the product \(|x\rangle|y\rangle\) of two Cartesian triplets. Its quintet part lies along \((|x\rangle|y\rangle+|y\rangle|x\rangle)/\sqrt2\), a factor \(1/\sqrt2\).
- Since \(e_x+e_y+e_z=0\) and all three are normalized, their mutual overlaps are \(-\tfrac12\). The part of \(e_y\) along \(e_x\) would doubly occupy \(e_x\) and cannot give a quintet. The perpendicular part has length \(\sqrt3/2\).

The product is \(\sqrt6/8\). The three pairs leave different \(t_2\) orbitals doubly occupied and are orthogonal, so the total norm is

\[
8\zeta^2\times\sqrt3\times\frac{\sqrt6}{8}=3\sqrt2\,\zeta^2 .
\]

The quintet configuration also has one invariant state. Its orbital part is a spherical half-filled shell plus one \(t_2\) electron, thus \(T_2\); the five spin functions transform like d orbitals, as \(E+T_2\); and \(T_2\times(E+T_2)\) contains one invariant. The norm just found is therefore \(|W_{QT}||W_{TS}|\), which gives \(|W_{QT}|=\sqrt3\,\zeta\) and

\[
\boxed{|V|=\frac{3\sqrt2\,\zeta^2}{\Delta_T}}\qquad\text{(strong field, leading order).}
\]

**Which quintet sublevel takes part**

The quintet \(^5T_2\) has fifteen sublevels. In its \(M=2\) states, five spin-up electrons fill every orbital once and carry no net orbital moment; the sixth, spin-down electron contributes \(-\tfrac12\zeta l_z\). Matching this to the form \(c\,\mathbf l\cdot\mathbf S\) gives \(2c=-\zeta/2\), or \(c=-\zeta/4\). Inside \(t_2\), \(\mathbf l\) acts as minus the angular momentum \(\boldsymbol\lambda\) of p orbitals, so \(W\) becomes \(+\tfrac\zeta4\boldsymbol\lambda\cdot\mathbf S\). With \(\mathbf J=\boldsymbol\lambda+\mathbf S\),

\[
E_J=\frac\zeta8\,[J(J+1)-2-6]=-\frac{3\zeta}4,\;-\frac\zeta4,\;+\frac\zeta2
\quad(J=1,2,3).
\]

The \(t_2\) orbitals transform as p orbitals multiplied by the sign that \(xyz\) acquires. The invariant sublevel must therefore appear in \(J\) as a function behaving like \(xyz\). The sets \(J=1\) and \(J=2\) contain no such function; \(J=3\) does. In a perfect octahedron the singlet thus couples to a sublevel that lies, to first order in \(\zeta\), \(5\zeta/4\) above the lowest quintet level.

**Numbers for a complete d-shell model**

The example treats all 210 arrangements of six electrons in five d orbitals. It takes \(\zeta=50\) meV and Slater integrals, which set the electron repulsion, of \(F^2=8.5\) eV and \(F^4=5.5\) eV (Racah \(B\approx896\) and \(C\approx3521\) cm\(^{-1}\)). Tuning the \(t_2\)–\(e\) splitting to 1.863 eV makes the spin-free singlet and quintet degenerate. The lowest coupled triplet then lies at \(\Delta_T=661.5\) meV. The strong-field formula gives

\[
|V|\approx\frac{3\sqrt2\,(50\ \mathrm{meV})^2}{661.5\ \mathrm{meV}}=16.0\ \mathrm{meV}.
\]

A crossing occurs where the splitting is comparable to the electron repulsion, so the pure configurations behind the boxed formula are not reached there. Here the singlet and the triplet are each about 96% pure, which reduces the two matrix elements from 122.5 and 86.6 meV to 112.7 and 80.2 meV. For four parameter sets with \(B\) from 0 to 1190 and \(C\) from 3520 to 4350 cm\(^{-1}\), the prefactor at the crossing is 78–85% of \(3\sqrt2\). The lowest triplet alone then gives \(112.7\times80.2/661.5=13.7\) meV. The other six invariant triplets contribute between −1.4% and about +0.7% each and largely cancel; together they change the sum by −0.2%, leaving \(|V|=13.6\) meV, or 110 cm\(^{-1}\).

With \(V\) as the off-diagonal element of a two-level problem, the smallest separation of the levels is \(2|V|\). Spin-orbit shifts move the crossing (−19.3 meV for the singlet; +25.0 meV at first order, −11.6 meV through triplets and −2.0 meV through the \(^5E\) quintet for the coupled quintet sublevel), so the splitting must be retuned: the minimum falls at 1.847 eV. There full diagonalization gives half that separation as 12.6 meV, 7% below the second-order value. At \(\zeta=2\) and 1 meV the shortfall is 0.18% and 0.09%: it halves with \(\zeta\), as expected of a next-order correction. Extended linearly to 50 meV this term gives only about 4%; the rest of the 7% comes from still higher orders. At the minimum, the lower state of the interacting pair is 48% singlet, 49% quintet and 4% triplet. It is not the ground state: eight uncoupled levels lie below it, the lowest by about 40 meV. The triplet carries the coupling while remaining weakly populated.

**Set beside real iron(II) complexes**

The parameters are round values, not fitted to any compound; the Slater integrals are 75–80% of the Hartree–Fock values for free Fe\(^{2+}\) (about 11 and 7 eV). Real complexes depart from the model in several ways.

- **Covalency** can lower \(\zeta\). At fixed \(\Delta_T\), a 10% reduction lowers \(|V|\) by 19%. Covalency also lowers the Slater integrals, and \(\Delta_T\) at the crossing scales with them; if they too fall by 10%, \(|V|\) drops by only 10%.
- **Distortion** relaxes the symmetry rule. Raising the orbital \((d_{xy}+d_{yz}+d_{zx})/\sqrt3\) by 20 meV, at fixed octahedral splitting, gives one of the three lowest quintet levels, the one left invariant by the trigonal symmetry, a coupling of 1.5 meV, where the octahedron gives zero; the other two remain uncoupled. The combined coupling to all fifteen levels changes only from 13.6 to 13.8 meV, and this rise comes from lifting the centre of the \(t_2\) set; with the centre held fixed it stays at 13.6 meV.
- **Temperature** matters because the coupled sublevel lies, to first order in \(\zeta\), 62.5 meV above the lowest. With these first-order levels it holds about 2% of the population of an equilibrated octahedral \(^5T_2\) set at 300 K. Second-order shifts, such as the lowering of the coupled sublevel by \(80.2^2/661.5\approx10\) meV through the lowest triplet, also move the other sublevels; together they raise the figure from 1.6% to about 2.3%.
- **Spin-spin interaction** connects the two states directly. A single-Gaussian 3d shell with a rough \(\langle r^{-3}\rangle\) of 5 bohr\(^{-3}\) gives roughly 1 meV, against 13.6 meV for \(|V|\). The Gaussian is too compact (\(\langle r^2\rangle=0.54\) bohr\(^2\)); a Hartree–Fock Fe\(^{2+}\) 3d shell in a small (def2-SVP) basis, with nearly the same \(\langle r^{-3}\rangle\) and \(\langle r^2\rangle\approx1.4\) bohr\(^2\), gives about 0.5 meV. In both cases the element has the same sign as \(V\). These are order-of-magnitude estimates.
- **Nuclear motion** is absent. Metal–ligand bonds are longer in the quintet, so \(V\) applies near the geometry where the curves cross. A transition rate also needs the energy gap and the vibrational overlaps.

The numerical output below lists the main values used here.

## Calculated quantities

```
Slater integral F2: 8.50 eV
Slater integral F4: 5.50 eV
Spin-orbit constant zeta: 0.050 eV
Determinants: 210
Octahedrally invariant states: 14
Invariant singlets, triplets, quintets: 5 7 2
Largest direct S-Q element of sum l.s: 8.7e-16
Strong-field |W_TS|/zeta: 2.4495
Strong-field |W_QT|/zeta: 1.7321
Field splitting at spin-free crossing: 1.8628 eV
Lowest coupled triplet height Delta_T: 0.6615 eV
Next coupled triplet height: 2.3058 eV
Actual lowest-triplet |W_TS|: 112.74 meV
Actual lowest-triplet |W_QT|: 80.18 meV
Lowest-triplet path / total V: 1.0021
All other triplet paths / total V: -0.0021
Strong-field estimate of |V|: 16.03 meV
Second-order |V|, all triplets: 13.64 meV
Second-order |V|, converted: 110.0 cm^-1
Splitting at full minimum gap: 1.8469 eV
Half minimum gap, full model: 12.63 meV
Half gap / second-order |V|: 0.9263
Same ratio at zeta = 0.002 eV: 0.99821
Same ratio at zeta = 0.001 eV: 0.99912
Singlet weight in lower state at minimum gap: 0.4787
Triplet weight in lower state at minimum gap: 0.0357
Quintet weight in lower state at minimum gap: 0.4856
Lowest 5T2 spin-orbit level: -37.50 meV
Middle 5T2 spin-orbit level: -12.50 meV
Coupled 5T2 spin-orbit level: 25.00 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Thermal weight of coupled sublevel in 5T2: 0.0161
Trigonal orbital shift: 20.0 meV
Trigonal: norm of coupling to 15 levels: 13.77 meV
Trigonal: norm for lowest 3 levels: 1.501 meV
Rough <r^-3> for spin-spin estimate: 5.0 bohr^-3
Direct spin-spin S-Q coupling: 1.1560 meV
Spin-spin / second-order spin-orbit: 0.08478
```
